# A spurious κ = +1 root in the Drake-Goldman basis

**Question**

I am diagonalizing the radial Dirac-Coulomb Hamiltonian for hydrogen-like Ge³¹⁺ (\(Z=32\), point nucleus, Hartree atomic units, rest energy subtracted),
\[
H_\kappa=\begin{pmatrix}-Z/r & c\,(-\frac{d}{dr}+\frac{\kappa}{r})\\ c\,(\frac{d}{dr}+\frac{\kappa}{r}) & -Z/r-2c^2\end{pmatrix},
\]
with \(P\) and \(Q\) both expanded in the Drake-Goldman functions \(\varphi_i=r^{\gamma+i}e^{-\lambda r}\), \(i=0,\dots,N-1\), where \(\gamma=\sqrt{\kappa^2-Z^2/c^2}\). For \(N=6\), \(\lambda=Z\), \(\kappa=-1\), the lowest root above \(-2c^2\) is the 1s energy. For \(\kappa=+1\) I expected the lowest such root to be 2p\(_{1/2}\), but I get the 1s energy again, and every other root matches the \(\kappa=-1\) list too. Is this a bug or variational collapse? If neither, where does the extra root come from, what does its eigenvector look like, and can I trust the remaining roots?

**Answer**

The matrix is doing what its algebra forces it to do, and one \(2\times2\) rotation shows why. I use \(a=Z/c\) with \(0<a<|\kappa|\), \(\gamma=\sqrt{\kappa^2-a^2}\), and \(\varepsilon=(E+c^2)/c\), so that \(H-E=c\,(H/c+c-\varepsilon)\).

### The matrix problem

Orthonormalize the \(\varphi_i\) in order of increasing \(i\), giving \(\chi_0,\dots,\chi_{N-1}\), which span \(V_N\). Define \(D_{mn}=\int_0^\infty\chi_m\chi_n'\,dr\) and \(R_{mn}=\int_0^\infty\chi_m\chi_n\,dr/r\). Then \(D_{mn}+D_{nm}=[\chi_m\chi_n]_0^\infty=0\), because the product vanishes as \(r^{2\gamma}\) at the origin and exponentially at infinity, so \(D^T=-D\). The matrix \(R\) is symmetric and positive definite, because \(v^TRv=\int f^2\,dr/r>0\) for \(f=\sum v_n\chi_n\neq0\). Since \(P\) and \(Q\) share the basis, the same \(D\) and \(R\) fill all four blocks. With Pauli matrices acting on \((P,Q)\) and \(J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}\),
\[
H/c+c-\varepsilon=\begin{pmatrix}c-\varepsilon-aR & -D+\kappa R\\ D+\kappa R & -c-\varepsilon-aR\end{pmatrix}=c\sigma_z-\varepsilon+(\kappa\sigma_x-a)R-JD .
\]
Multiply from the left by \(J\). Direct multiplication gives \(J^2=-1\), \(J\sigma_x=\sigma_z\), \(J\sigma_z=-\sigma_x\), so
\[
J\,(H/c+c-\varepsilon)=D+MR-c\sigma_x-\varepsilon J,\qquad M=\kappa\sigma_z-aJ=\begin{pmatrix}\kappa&-a\\ a&-\kappa\end{pmatrix}.
\]
The Coulomb term and the angular term both multiply \(R\), so one constant matrix \(M\) carries them.

### Diagonalizing M

Put \(s=\kappa-\gamma\), which is nonzero since \(a\ne0\). From \(a^2=(\kappa-\gamma)(\kappa+\gamma)=s(\kappa+\gamma)\) follow \(a^2-s^2=2\gamma s\) and \(a^2+s^2=2\kappa s\). The eigenvectors of \(M\) are \((a,s)\) and \((s,a)\):
\[
M\binom{a}{s}=\binom{a(\kappa-s)}{a^2-\kappa s}=\gamma\binom{a}{s},\qquad M\binom{s}{a}=\binom{\kappa s-a^2}{a(s-\kappa)}=-\gamma\binom{s}{a}.
\]
So \(T=a+s\sigma_x\), whose columns they are, gives \(T^{-1}MT=\gamma\sigma_z\), with \(T^{-1}=(a-s\sigma_x)/(2\gamma s)\). It commutes with \(\sigma_x\). Because \(\sigma_xJ=-J\sigma_x\), one has \((a-s\sigma_x)J=J(a+s\sigma_x)\), and
\[
T^{-1}JT=\frac{J\,(a^2+s^2+2as\sigma_x)}{2\gamma s}=\frac{\kappa J+a\sigma_z}{\gamma}.
\]
Write \((P,Q)=T(u,w)\), that is \(P=au+sw\), \(Q=su+aw\). The eigenvalue equations become
\[
\Big(D+\gamma R-\frac{a\varepsilon}{\gamma}\Big)u-\Big(c+\frac{\varepsilon\kappa}{\gamma}\Big)w=0,\qquad \Big(\frac{\varepsilon\kappa}{\gamma}-c\Big)u+\Big(D-\gamma R+\frac{a\varepsilon}{\gamma}\Big)w=0 .
\]
Define \(A=D-\gamma R\) and \(B=A+a\varepsilon/\gamma\). Antisymmetry of \(D\) gives \(A^T=-D-\gamma R\), so \(A+A^T=-2\gamma R\) and
\[
-B^Tu-\Big(c+\frac{\varepsilon\kappa}{\gamma}\Big)w=0,\qquad\Big(\frac{\varepsilon\kappa}{\gamma}-c\Big)u+Bw=0. \tag{1}
\]

### Equal spectra for κ and −κ

For blocks with \(Y_3Y_4=Y_4Y_3\),
\[
\begin{pmatrix}Y_1&Y_2\\Y_3&Y_4\end{pmatrix}\begin{pmatrix}Y_4&0\\-Y_3&1\end{pmatrix}=\begin{pmatrix}Y_1Y_4-Y_2Y_3&Y_2\\0&Y_4\end{pmatrix}.
\]
Taking determinants and cancelling \(\det Y_4\), which is allowed for invertible \(Y_4\) and extends to all \(Y_4\) by continuity, gives \(\det Y=\det(Y_1Y_4-Y_2Y_3)\). In (1) the off-diagonal blocks are numbers, with product \(c^2-\varepsilon^2\kappa^2/\gamma^2\). Since \(\det J=1\) and \(T\) acts as a similarity,
\[
\det(H/c+c-\varepsilon)=(-1)^N\det\Big[B^TB+c^2-\frac{\varepsilon^2\kappa^2}{\gamma^2}\Big]. \tag{2}
\]
Expanding, \(B^TB=A^TA-2a\varepsilon R+a^2\varepsilon^2/\gamma^2\), and \((a^2-\kappa^2)/\gamma^2=-1\), so
\[
\det(H/c+c-\varepsilon)=(-1)^N\det\big[K(\varepsilon)+c^2-\varepsilon^2\big],\qquad K(\varepsilon)=A^TA-2a\varepsilon R. \tag{3}
\]
Here \(\kappa\) enters through \(\gamma\) alone, and \(\gamma\) depends on \(\kappa^2\). The characteristic polynomials for \(\kappa\) and \(-\kappa\) are the same polynomial, so all \(2N\) roots agree. The proof used \(D^T=-D\), \(R^T=R\), a shared basis and \(V\propto1/r\). It did not use the form of \(\varphi_i\), so the degeneracy belongs to any real shared basis whose functions vanish at both ends and have finite \(R\).

### No collapse

At a root, (2) has a unit null vector \(y\), so \(\varepsilon^2\kappa^2/\gamma^2-c^2=\|By\|^2\ge0\) and \(|\varepsilon|\ge c\gamma/|\kappa|\). For \(\varepsilon<0\), \(K=A^TA+2a|\varepsilon|R\) is positive definite, so (3) gives \(\varepsilon^2-c^2=y^TKy>0\), which means \(E<-2c^2\).

To count the roots, let \(\mu_0\le\dots\le\mu_{N-1}\) be the eigenvalues of \(K(\varepsilon)\) and \(f_k(\varepsilon)=\varepsilon^2-c^2-\mu_k(\varepsilon)\). The roots are the zeros of the \(f_k\). Each has \(f_k(0)<0\), since \(K(0)=A^TA\ge0\). Each tends to \(+\infty\) as \(\varepsilon\to\pm\infty\), since \(|\mu_k|\) grows at most linearly. So each \(f_k\) has a zero on either side, and \(2N\) roots in total leave exactly one per side. On \(\varepsilon>0\), \(\mu_k\) decreases because \(R>0\), so \(f_k\) increases, and \(f_k\ge f_{k+1}\) puts the positive roots \(\varepsilon_k\) in the order of \(k\). Thus \(N\) roots lie below \(-2c^2\) and \(N\) lie at or above \(c^2(\gamma/|\kappa|-1)\). No root falls into the gap between these values, again for any such shared basis in the pure Coulomb field. For \(\kappa<0\) this floor is the lowest true level. For \(\kappa>0\) it lies below the lowest true level, as the next part shows, and that leaves room for the extra root.

### The levels of the differential operator

The rotation applies unchanged with \(D\to d/dr\), \(R\to1/r\). Take \(\gamma>1/2\) from here on. Near the origin the \(1/r\) terms dominate, \(u'+\gamma u/r\approx0\) and \(w'-\gamma w/r\approx0\). The solution \(u\sim r^{-\gamma}\) is not square integrable, so the admissible solution has \(w\sim r^\gamma\), and \(u\), driven by \(w\), starts at \(r^{\gamma+1}\). The ratio at the origin is that of the column \((s,a)\):
\[
Q/P\to a/(\kappa-\gamma)=(\kappa+\gamma)/a. \tag{4}
\]
If \(\varepsilon\kappa/\gamma\ne c\), solve the second equation of (1) for \(u\) and insert it in the first, which gives \((\hat A^\dagger\hat A-2a\varepsilon/r)\,w=(\varepsilon^2-c^2)\,w\) with \(\hat A=d/dr-\gamma/r\), \(\hat A^\dagger=-d/dr-\gamma/r\). Multiplying out, \(\hat A^\dagger\hat Aw=-w''+\gamma w'/r-\gamma w/r^2-\gamma w'/r+\gamma^2w/r^2\), so the operator is
\[
\hat K=-\frac{d^2}{dr^2}+\frac{\gamma(\gamma-1)}{r^2}-\frac{2a\varepsilon}{r}.
\]
For \(\varepsilon>0\) and eigenvalue \(-\beta^2\), put \(w=r^\gamma e^{-\beta r}f\). Then \(w''=r^\gamma e^{-\beta r}[f''+2(\gamma/r-\beta)f'+(\gamma(\gamma-1)/r^2-2\gamma\beta/r+\beta^2)f]\), and with \(\xi=2\beta r\) the equation is \(\xi f''+(2\gamma-\xi)f'+(a\varepsilon/\beta-\gamma)f=0\). Its power series has coefficient ratio tending to \(1/j\), which means growth like \(e^{\xi}\), unless it terminates, \(a\varepsilon/\beta-\gamma=k=0,1,\dots\) The eigenvalues are \(\hat\mu_k=-a^2\varepsilon^2/(\gamma+k)^2\), and \(\varepsilon^2-c^2=\hat\mu_k\) gives
\[
E_k=c^2\Big[\Big(1+\frac{a^2}{(\gamma+k)^2}\Big)^{-1/2}-1\Big]. \tag{5}
\]
For \(k\ge1\), \(\varepsilon>c\gamma/|\kappa|\), the division was legal, and \(E_k\) is a level for both signs of \(\kappa\). For \(k=0\), \(\gamma^2+a^2=\kappa^2\) gives \(\varepsilon=c\gamma/|\kappa|\), \(a\varepsilon/\gamma=Z/|\kappa|\equiv\lambda_0\), and the two signs part ways.

For \(\kappa<0\), \(c+\varepsilon\kappa/\gamma=0\), and \(u=0\), \(w=r^\gamma e^{-\lambda_0r}\) solves both equations. This is 1s for \(\kappa=-1\), with \(Q/P=-(1-\gamma)/a\) by (4).

For \(\kappa>0\), \(\varepsilon\kappa/\gamma-c=0\). The second equation reads \(w'-\gamma w/r+\lambda_0w=0\), so \(w=Cr^\gamma e^{-\lambda_0r}\). The first reads \(u'+\gamma u/r-\lambda_0u=2cw\), and the integrating factor \(r^\gamma e^{-\lambda_0r}\) turns it into
\[
\big(r^\gamma e^{-\lambda_0r}u\big)'=2cC\,r^{2\gamma}e^{-2\lambda_0r}.
\]
The bracket must vanish at \(r=0\) to exclude \(r^{-\gamma}\) and at infinity to exclude \(e^{+\lambda_0r}\). The right side has one sign, so \(C=0\), the bracket is constant and hence zero, and \(u=0\). There is no level at \(E_0\). The bound levels for \(\kappa=+1\) are \(E_1,E_2,\dots\), starting with 2p\(_{1/2}\).

### What the Drake-Goldman form adds

Differentiating,
\[
\hat A\varphi_i=i\,\varphi_{i-1}-\lambda\varphi_i. \tag{6}
\]
The term \(\gamma r^{\gamma-1}e^{-\lambda r}\), which \(d/dr\) and \(\gamma/r\) each produce from \(\varphi_0\), cancels, so \(\hat A\) maps \(V_N\) into itself. Then \((A^TA)_{mn}=\langle\hat A\chi_m|\hat A\chi_n\rangle\) with nothing lost to projection, and \(K(\varepsilon)\) is the Ritz matrix of the quadratic form \(\|\hat Aw\|^2-2a\varepsilon\langle w|r^{-1}|w\rangle\). This form selects the \(r^\gamma\) behaviour used above, since \(\hat Ar^{1-\gamma}=(1-2\gamma)r^{-\gamma}\) is not square integrable for \(\gamma>1/2\). The min-max principle gives \(\mu_k\ge\hat\mu_k\), so \(\varepsilon_k^2-c^2\ge-a^2\varepsilon_k^2/(\gamma+k)^2\): positive root \(k\) lies at or above \(E_k\). Enlarging \(N\) cannot raise \(\mu_k\), hence cannot lower \(f_k\), hence cannot raise the root. With another power of \(r\) the closure (6) fails, \(A^TA\) carries a projector between its factors, and this argument for \(k\ge1\) is lost.

For \(\kappa=+1\), then, root \(k\ge1\) bounds the true level \(E_k\) from above, and root 0 is paired with \(E_0\), which is not a level. That is one spurious root, equal to the finite-basis 1s root for every \(\lambda\). By (2) it equals \(E_0\) if and only if \(A+\lambda_0\) is singular. By (6), \(\hat A\chi_n=-\lambda\chi_n\) plus lower \(\chi\), so \(A+\lambda_0\) is triangular with diagonal \(\lambda_0-\lambda\), and it is singular only at \(\lambda=Z/|\kappa|\). For other \(\lambda\) the root lies strictly above \(E_0\).

### The spurious eigenvector

Take \(\lambda=\lambda_0\), \(\varepsilon=c\gamma/|\kappa|\). Then \(B\varphi_i=i\varphi_{i-1}\). The null space of \(B\) is \(\varphi_0\), and its range is the span of \(\varphi_0,\dots,\varphi_{N-2}\). The null space of \(B^T\) is the orthogonal complement of that range, namely \(\chi_{N-1}\).

For \(\kappa<0\), (1) reads \(B^Tu=0\), \(Bw=2cu\). So \(u\) is both orthogonal to the range of \(B\) and inside it, which forces \(u=0\), \(w\propto\varphi_0\). This is the true eigenfunction.

For \(\kappa>0\), (1) reads \(Bw=0\), \(B^Tu=-2cw\). So \(w\propto\varphi_0\) must also lie in the range of \(B^T\), which is orthogonal to \(\varphi_0\). Hence \(w=0\) and \(u\propto\chi_{N-1}\). With \(x=2\lambda r\), orthogonality to lower powers under the weight \(x^{2\gamma}e^{-x}\) identifies a Laguerre polynomial:
\[
\binom PQ\propto\binom{a}{\kappa-\gamma}\,x^\gamma e^{-x/2}L^{(2\gamma)}_{N-1}(x). \tag{7}
\]
This is the origin of the root. The operator \(\hat A+\lambda_0\) has a normalizable null function and its adjoint has none, since the candidate is \(r^{-\gamma}e^{\lambda_0r}\). A square matrix and its transpose have equal rank, so the matrix \(B^T\) must have a null vector, and it is the last basis function.

The properties of (7) follow.

The ratio is \(Q/P=(1-\gamma)/a\) at all \(r\) for \(\kappa=+1\). An orthogonal polynomial of degree \(N-1\) has all its \(N-1\) zeros inside \((0,\infty)\), so (7) has \(N-1\) nodes and behaves as \(r^\gamma\) at the origin, with a ratio that violates (4), which demands \((1+\gamma)/a\). This violation alone does not single out the spurious vector: for a root \(k\ge1\), (1) gives \(u=-Bw/(\varepsilon\kappa/\gamma-c)\), and by (6) \(Bw\) in general keeps an \(r^\gamma\) term when \(w\) is only approximate, so an unconverged genuine vector need not satisfy (4) either.

The diagonal of \(A\) is \(-\lambda\) and that of \(D\) is zero, so \(R_{nn}=\lambda/\gamma\) for every \(n\), and \(\langle1/r\rangle\) is the same as for 1s. The recurrence \(xL_n^{(b)}=-(n+1)L^{(b)}_{n+1}+(2n+b+1)L^{(b)}_n-(n+b)L^{(b)}_{n-1}\) and orthogonality give \(\langle x\rangle=2n+b+1\), so with \(n=N-1\), \(b=2\gamma\), \(\langle r\rangle=(2N+2\gamma-1)/(2\lambda)\). The case \(n=0\) gives the 1s value \((2\gamma+1)/(2\lambda)\). The functions \(\chi_{N-1}\) form an orthonormal sequence, so by Bessel's inequality their overlap with any fixed square-integrable function tends to zero as \(N\) grows. The energy stays fixed while the vector converges to no state.

For the residual, apply the differential operator to \(\psi=T(u,0)\):
\[
J(H-E)\psi=c\,T\binom{F}{0},\qquad F=u'+\frac{\gamma u}{r}-\lambda u=r^{-\gamma}e^{\lambda r}\big(r^\gamma e^{-\lambda r}u\big)'.
\]
Since \(J\) is orthogonal and both \(\psi\) and \(T(F,0)\) carry the vector \((a,s)\), the residual per unit norm is \(c\|F\|/\|u\|\). The Rodrigues formula \(x^be^{-x}L_n^{(b)}=\frac1{n!}\frac{d^n}{dx^n}(x^{n+b}e^{-x})\), differentiated once more with \(n+b=(n+1)+(b-1)\), gives \((x^be^{-x}L_n^{(b)})'=(n+1)x^{b-1}e^{-x}L^{(b-1)}_{n+1}\). Therefore \(F=2\lambda N\,x^{\gamma-1}e^{-x/2}L_N^{(2\gamma-1)}\), which is orthogonal to \(V_N\), so the matrix cannot see it. The same formula integrated by parts \(n\) times against \(L_n^{(b)}\), whose \(n\)-th derivative is \((-1)^n\), gives the norm \(h_n^{(b)}=\Gamma(n+b+1)/n!\). The diagonal argument above, repeated for a basis of power \(b/2>0\), gives \(\langle1/r\rangle=2\lambda/b\), so \(\int x^{b-1}e^{-x}[L_n^{(b)}]^2dx=h_n^{(b)}/b\). The factor \(dr=dx/2\lambda\) cancels in the ratio:
\[
\frac{\|F\|^2}{\|u\|^2}=4\lambda^2N^2\,\frac{\Gamma(N+2\gamma)}{N!\,(2\gamma-1)}\,\frac{(N-1)!}{\Gamma(N+2\gamma)}=\frac{4\lambda^2N}{2\gamma-1},
\]
\[
\frac{\|(H-E)\psi\|}{\|\psi\|}=2c\lambda\sqrt{\frac{N}{2\gamma-1}}. \tag{8}
\]
The residual grows as \(\sqrt N\), and it diverges as \(\gamma\to1/2\), where \(r^{\gamma-1}\) stops being square integrable.

### Numbers for Ge³¹⁺

The model is one electron in a point-nucleus Coulomb field, without nuclear size, recoil or QED, so the digits below serve to compare methods within the model. With \(c=137.035999\), \(a=32/c=0.23351528\) and \(\gamma=0.97235313\). With \(c^2=37557.730/2=18778.865\) hartree, \(E_0=18778.865\times(-0.02764687)=-519.177\) hartree, or \(-14.13\) keV. Equation (5) gives \(E_1=-130.245879\) hartree (\(-3.544\) keV) and \(E_2=-57.685206\) hartree. Shooting the differential equations with the angle \(\arctan(Q/P)\) reproduces \(E_0\) for \(\kappa=-1\) and \(E_1\) for \(\kappa=+1\), and it counts one \(\kappa=-1\) level and no \(\kappa=+1\) level between \(-c^2\) and \(-200\) hartree.

For \(N=6\), \(\lambda=32\), both signs of \(\kappa\) give \(-37731.540\) hartree as the top negative root, below \(-2c^2\), and \(-519.176806\), \(-129.638697\), \(-10.742977\) hartree as the first positive ones. Root 1 is \(0.607\) hartree above \(E_1\), or \(0.47\%\) of \(|E_1|\). Root 2 respects its bound but is a poor estimate of \(E_2\). For the spurious vector, \(Q/P=0.02764687/0.23351528=0.118394\), against the required \(1.97235313/0.23351528=8.446356\). Further, \(\langle1/r\rangle=32/0.97235313=32.909854\) bohr\(^{-1}\), and \(\langle r\rangle=12.94470626/64=0.202261\) bohr against \(0.046011\) bohr for 1s. Equation (8) gives \(2\times137.035999\times32\times\sqrt{6/0.94470626}=8770.304\times2.520155=22102.5\) hartree.

| \(N\) | root 0, \(\lambda=32\) | root 1, \(\lambda=32\) | residual | root 0 \(-E_0\), \(\lambda=16\) |
|---|---|---|---|---|
| 3 | −519.176806 | −84.195396 | 15628.84 | 10.4 |
| 6 | −519.176806 | −129.638697 | 22102.52 | 0.0558 |
| 9 | −519.176806 | −130.241557 | 27069.95 | 1.65×10⁻⁴ |
| 12 | −519.176806 | −130.245861 | 31257.69 | 3.89×10⁻⁷ |

All entries are in hartree, for \(\kappa=+1\), and the residual belongs to root 0 at \(\lambda=32\). At \(\lambda=32\) the genuine 1s vector is \(\varphi_0\) times a constant spinor and lies exactly in the basis, so its computed residual, \(2.9\times10^{-11}\) hartree at \(N=12\), is rounding error; a genuine vector that is only approximated by the basis has a nonzero residual. At \(\lambda=16\) the spurious root descends toward \(E_0\) as \(N\) grows from 3 to 12, so stability under basis enlargement does not expose it. That convergence is seen here numerically; what was proved is the bound and the monotonic descent. At \(\lambda=16\), root 1 already agrees with \(E_1\) to all six printed decimals at \(N=3\). The \(k=1\) function is \(r^\gamma e^{-\beta r}\) times a linear polynomial, with \(\beta=Z(1+E_1/c^2)/(\gamma+1)=32\times0.993064/1.972353=16.11\) bohr\(^{-1}\). At \(\lambda=\beta\) this function lies in \(V_N\) for \(N\ge2\), so by the closure (6) it is an eigenvector of the Ritz matrix \(K\) at \(\varepsilon=(E_1+c^2)/c\), and \(E_1\) is an exact root of (3). For \(\lambda=\beta-\delta\) the function is \(r^\gamma e^{-\lambda r}\) times the linear polynomial times \(e^{-\delta r}\). Truncating this product at degree 2 (\(N=3\)) leaves a remainder of order \((\delta/\lambda)^2\), and the Ritz error is quadratic in the remainder, of relative order \((\delta/\lambda)^4\approx(0.11/16)^4\approx2\times10^{-9}\) up to a numerical factor. The agreement is therefore special to this choice of \(\lambda\); at \(\lambda=32\), \(N=3\), the same root is \(-84.195396\) hartree.

The numerical check below asserts the rotation, the equal spectra, the gap, the bounds, the closure, the roots of (3), the shooting results and the properties of (7), including (8).

### What the degeneracy depends on

It is not special to \(|\kappa|=1\). For \(\kappa=+2\), \(N=5\), \(\lambda=Z/2\), the lowest positive root sits at the 2p\(_{3/2}\) level, \(-128.439234\) hartree. It survives a change of power: with \(r^{1.3+i}\), \(N=6\), \(\lambda=32\), both signs give \(-515.272564\) hartree, above \(E_0\) as the gap bound requires.

The proof no longer applies when the basis is not shared, because the blocks no longer contain one \(D\) and one \(R\), and in the following example the degeneracy is lost. With \(N=4\), \(\lambda_P=32\), \(\lambda_Q=48\), the sorted spectra differ by up to \(4507.8\) hartree. This shows the loss of the symmetry and says nothing about whether those spectra are free of false roots.

The proof also needs \(V\) proportional to \(1/r\) up to an additive constant, and a screened potential shows the degeneracy being lost. For \(V=-Ze^{-\mu r}/r=-Z/r+Z\mu-Z\mu^2r/2+\dots\), the constant shifts every root alike. To leading order in \(\mu\), first-order perturbation theory within each matrix gives
\[
E_{\rm spur}-E_{1s}\approx-\tfrac12Z\mu^2\big(\langle r\rangle_{\rm spur}-\langle r\rangle_{1s}\big)=-\frac{Z\mu^2(N-1)}{2\lambda}
\]
at \(\lambda=Z\). For \(\mu=0.1\) bohr\(^{-1}\) and \(N=6\) this is \(-0.16\times(0.202261-0.046011)=-0.0250\) hartree, and diagonalization gives \(-0.024693\) hartree, smaller in size by \(1.2\%\) of the leading-order value. The spurious root is still present under this weak screening. It now lies slightly below the finite-basis 1s root, so comparing the two lists for equal entries no longer finds it.

For your pure Coulomb calculation with \(\gamma>1/2\) and \(\kappa>0\), discard positive root 0 and read root \(k\ge1\) as an upper bound to \(E_k\).

## Calculated quantities

```
Ge31+ point nucleus: Z = 32, c = 137.035999 a.u., 2c^2 = 37557.730 hartree
a = Z/c = 0.23351528, gamma = 0.97235313
Dirac level k=0, |kappa|=1: -519.176806 hartree
Dirac level k=1, |kappa|=1: -130.245879 hartree
Dirac level k=2, |kappa|=1: -57.685206 hartree
1s level = -14127.52 eV; 2p1/2 level = -3544.17 eV
shooting 1s = -519.176806 hartree, 2p1/2 = -130.245879 hartree
true levels in (-c^2, -200 hartree): kappa=-1: 1, kappa=+1: 0
largest |E(kappa)-E(-kappa)|, all shared bases = 4.5e-11 hartree
N=6, lam=Z=32/bohr: roots (hartree) kappa=-1, kappa=+1
  root -2: -37912.207512  -37912.207512
  root -1: -37731.540222  -37731.540222
  root +0: -519.176806  -519.176806
  root +1: -129.638697  -129.638697
  root +2: -10.742977  -10.742977
  root +3: 250.594585  250.594585
  root +4: 1046.534698  1046.534698
  root +5: 4966.653175  4966.653175
lam=Z, kappa=+1: N, E0, E1, residual (hartree), <r> (bohr), nodes
  3 -519.176806 -84.195396 15628.84 0.108511 2
  6 -519.176806 -129.638697 22102.52 0.202261 5
  9 -519.176806 -130.241557 27069.95 0.296011 8
  12 -519.176806 -130.245861 31257.69 0.389761 11
1s (N=12): residual 2.9e-11 hartree, <r> = 0.046011 bohr
<1/r>: spurious 32.909854, 1s 32.909854 1/bohr
Q/P at origin: spurious 0.118394, 1s -0.118394, regular kappa=+1 8.446356
lam=Z/2=16/bohr, kappa=+1: N, E0, E0-E(1s), E1, E2 (hartree)
  3 -508.758459 1.04e+01 -130.245879 -14.186564
  6 -519.120975 5.58e-02 -130.245879 -57.571795
  9 -519.176642 1.65e-04 -130.245879 -57.685103
  12 -519.176806 3.89e-07 -130.245879 -57.685206
kappa=+2, N=5, lam=Z/2: E0 = -128.439234, 2p3/2 level = -128.439234 hartree
power g=1.3, N=6, lam=Z: E0 = -515.272564, -515.272564 hartree
unshared basis N=4, lamP=32, lamQ=48/bohr: max spectral difference 4507.780 hartree
Yukawa mu=0.1/bohr, N=6: E_spur-E_1s = -0.024693, leading order -0.025000 hartree
```
